\section*{X-ray penetration depth and surface intensity at grazing incidence on silicon}

\section*{Problem}

A monochromatic X-ray beam of photon energy 17.5 keV, wavelength $\lambda=0.07085$ nm, falls on a flat, thick silicon crystal at a small grazing angle $\alpha$, measured from the surface. The electric field is parallel to the surface (s polarisation). Silicon has a cubic cell of edge $a=0.54310$ nm with 8 atoms of 14 electrons each. Its attenuation length at this energy, the path over which the intensity of a beam in the bulk falls to $1/e$, is taken as the rough value $\ell=0.65$ mm.

Let $\alpha_c$ be the critical angle for total external reflection. Find, as functions of $\alpha/\alpha_c$,

(a) the depth $L$ at which the intensity inside the silicon has fallen to $1/e$ of its surface value;

(b) the intensity $I_s$ at the surface, relative to the incident intensity.

Evaluate both at $\alpha_c/2$, $\alpha_c$ and $1.5\,\alpha_c$, and find where $I_s$ is largest. Treat the silicon as a uniform medium.

\section*{A tempting solution}

The beam travels a path $\ell$ in silicon before it is weakened to $1/e$. Its direction makes an angle $\alpha$ with the surface, so the depth reached is $\ell\sin\alpha\approx\ell\alpha$. The critical angle is 1.774 mrad, which gives
\[
L=(0.65\times10^{6}\ \mathrm{nm})(1.774\times10^{-3})\approx 1150\ \mathrm{nm}
\]
at $\alpha_c$, and half of this, about 577 nm, at $\alpha_c/2$. As for the intensity, total reflection sends back a beam as strong as the incident one. Two beams of unit intensity meet at the surface, so $I_s=1+1=2$ at every angle up to $\alpha_c$.

\section*{Where it fails}

Both parts use rays where waves are needed. The depth $\ell\alpha$ assumes that a beam continues into the silicon in its original direction. Below $\alpha_c$ there is no such refracted beam, and the field under the surface decays for a reason other than absorption. The sum $1+1$ adds intensities, although the incident and reflected waves are coherent. Their amplitudes must be added first, with the phase of the reflection, and the result squared afterwards.

\section*{Right solution}

\subsection*{Optical constants}

Fields vary as $e^{-i\omega t}$, and $k=2\pi/\lambda=88.685$ nm$^{-1}$. The photon energy is far above the binding energies in silicon, so the electrons respond nearly as free particles. The displacement $\xi$ of an electron obeys $m\ddot\xi=-eE$, hence $-m\omega^2\xi=-eE$ and $\xi=eE/(m\omega^2)$. With $n_e$ electrons per volume, the polarisation is $P=-n_e e\,\xi$, and
\begin{equation}
n^2-1=\frac{P}{\varepsilon_0E}=-\frac{n_ee^2}{\varepsilon_0m\omega^2}
=-\frac{r_e\lambda^2n_e}{\pi},\qquad r_e=\frac{e^2}{4\pi\varepsilon_0mc^2}.
\end{equation}
The last form follows from $\omega=2\pi c/\lambda$. Absorption adds an imaginary part, so we write $n=1-\delta+i\beta$. Both numbers are tiny, so $n^2-1\approx-2\delta+2i\beta$ and
\begin{equation}
\delta=\frac{r_e\lambda^2n_e}{2\pi}.
\end{equation}
In the bulk, $|e^{iknz}|^2=e^{-2k\beta z}$. This must equal $e^{-z/\ell}$, so
\begin{equation}
\beta=\frac{1}{2k\ell}=\frac{\lambda}{4\pi\ell}.
\end{equation}
The electron density is $n_e=8\cdot14/a^3=699.16$ nm$^{-3}$, which gives $\delta=1.574\times10^{-6}$. The attenuation length gives $\beta=0.07085/(4\pi\cdot0.65\times10^6)=8.67\times10^{-9}$. The value 0.65 mm is a total attenuation length, scattering included. Photoabsorption alone gives about 0.71 mm, which would raise the depth found below at $\alpha_c$ from 60.5 to about 63 nm, the depth at $1.5\,\alpha_c$ from 1290 to about 1410 nm and the peak surface intensity from 3.77 to 3.79. The digits below belong to the stated $\ell$.

\subsection*{The wave inside}

Let $z$ point into the silicon, with the surface at $z=0$. The surface is uniform, so the wave number along it, $k\cos\alpha$, is the same on both sides. The wave equation then reduces to
\begin{equation}
E''(z)+k^2(n^2-\cos^2\alpha)E(z)=0 .
\end{equation}
Inside, $E=t\,e^{iqz}$ with
\begin{equation}
q^2=k^2(n^2-1+\sin^2\alpha)\approx k^2(\alpha^2-2\delta+2i\beta).
\end{equation}
The real part changes sign at $\alpha_c=\sqrt{2\delta}=1.774$ mrad, or $0.1017^\circ$. Put
\[
x=\frac{\alpha}{\alpha_c},\qquad b=\frac{\beta}{\delta}=0.00551 .
\]
Since $2\delta=\alpha_c^2$ and $2\beta=b\,\alpha_c^2$,
\begin{equation}
q=k\alpha_c u,\qquad u=\sqrt{x^2-1+ib}=p+ig .
\end{equation}
The wave must die out at large depth, so $g>0$. Comparing real and imaginary parts of $u^2$ gives
\begin{equation}
p^2-g^2=x^2-1,\qquad 2pg=b, \label{parts}
\end{equation}
so $p>0$ as well. Also $p^2+g^2=|u^2|=\sqrt{(x^2-1)^2+b^2}$. Subtracting the first relation in (\ref{parts}) from this yields
\begin{equation}
g^2=\tfrac12\left[\sqrt{(x^2-1)^2+b^2}-(x^2-1)\right].
\end{equation}
The intensity falls as $|e^{iqz}|^2=e^{-2k\alpha_cgz}$, which answers (a):
\begin{equation}
L=\frac{L_0}{g},\qquad L_0=\frac1{2k\alpha_c}=\frac{1}{2(88.685)(1.7742\times10^{-3})}\ \mathrm{nm}=3.18\ \mathrm{nm}. \label{depth}
\end{equation}
The amplitude falls to $1/e$ at twice this depth. From (2), $k^2\alpha_c^2=2\delta k^2=4\pi r_en_e$, so $L_0=1/(4\sqrt{\pi r_en_e})$. Within the free-electron law this scale depends on the electron density and not on the photon energy.

\subsection*{The field at the surface}

Above the surface $E=e^{ik_zz}+r\,e^{-ik_zz}$, with $k_z=k\sin\alpha\approx k\alpha_cx$. The field $E$ is tangential and therefore continuous. The tangential magnetic field is proportional to $E'$, and it is continuous too because the medium is nonmagnetic. Thus
\begin{align}
1+r&=t,\\
k_z(1-r)&=qt .
\end{align}
Multiplying the first equation by $k_z$ and adding the second gives $2k_z=(k_z+q)t$. Hence
\begin{equation}
t=\frac{2x}{x+u},\qquad r=t-1=\frac{x-u}{x+u},\qquad
I_s=|t|^2=\frac{4x^2}{|x+u|^2}, \label{is}
\end{equation}
which answers (b).

A finite-difference solution of the wave equation, with the field set to zero deep in the silicon and no assumed form of decay, was compared with (\ref{depth}) and (\ref{is}) at six angles from $0.25\,\alpha_c$ to $1.5\,\alpha_c$. The largest relative differences were $2.3\times10^{-5}$ in $L$ and $1.3\times10^{-5}$ in $I_s$.

\subsection*{Below the critical angle}

Without absorption, $u=i\sqrt{1-x^2}$ for $x<1$, and $|x+u|^2=x^2+1-x^2=1$. Therefore
\begin{equation}
L=\frac{L_0}{\sqrt{1-x^2}},\qquad I_s=4x^2 .
\end{equation}
The decay is present although nothing is absorbed: the wave is evanescent. At $x=0.5$ these formulas give $3.178/\sqrt{0.75}=3.67$ nm and $I_s=1$. With absorption included the values are 3.67 nm and 0.997. The tempting depth was more than 150 times too large. The true depth stays below 10 nm up to $x=0.948$, or 1.68 mrad.

The phase of the reflection explains the intensity. Writing $x=\cos\theta$ gives $u=i\sin\theta$ and $r=e^{-i\theta}/e^{i\theta}=e^{-2i\theta}$, so that
\begin{equation}
|1+r|^2=2+2\cos2\theta=4\cos^2\theta=4x^2 .
\end{equation}
The two waves form a standing wave above the surface. As $x\to0$, $r\to-1$ and the surface lies at a node. As $x\to1$, $r\to+1$ and it lies at an antinode, where two equal amplitudes in phase give $2^2=4$. The tempting value 2 is the average of the standing wave over height. It holds at the surface when $\cos2\theta=0$, that is at $x=1/\sqrt2$.

\subsection*{At the critical angle}

Here absorption cannot be dropped, since it is all that remains in $u=\sqrt{ib}=\sqrt{b/2}\,(1+i)$. With $g=\sqrt{b/2}$,
\begin{equation}
L=L_0\sqrt{\frac2b}=3.178\sqrt{\frac{2}{0.00551}}\ \mathrm{nm}\approx 60.5\ \mathrm{nm}.
\end{equation}
For the intensity, $|1+u|^2=(1+\sqrt{b/2})^2+b/2=1+\sqrt{2b}+b$, so
\begin{equation}
I_s=\frac{4}{1+\sqrt{2b}+b}=\frac{4}{1+0.105+0.0055}=3.60 .
\end{equation}
The penetration of a few nanometres thus belongs to angles clearly below $\alpha_c$, and the factor 4 at $\alpha_c$ is a limit for $b\to0$.

\subsection*{The largest surface intensity}

Since $p>0$, $|x+u|^2=(x+p)^2+g^2>x^2$, and (\ref{is}) gives $I_s<4$ at every angle. To find the maximum for small $b$, write
\[
\frac{4}{I_s}=\frac{|x+u|^2}{x^2}=1+\frac{2p}{x}+\frac{|u|^2}{x^2}
\]
and let $\eta=1-x^2$ with $b\ll\eta\ll1$. Then $g\approx\sqrt\eta$, $p=b/(2g)\approx b/(2\sqrt\eta)$ and $|u|^2\approx\eta$. To leading order
\begin{equation}
\frac4{I_s}\approx1+\frac{b}{\sqrt\eta}+\eta .
\end{equation}
The second term, from absorption, favours smaller angles; the third, from the phase of $r$, favours angles closer to $\alpha_c$. Setting the derivative $-b/(2\eta^{3/2})+1$ to zero gives $\eta=(b/2)^{2/3}$. At this point $b=2\eta^{3/2}$, so $b/\sqrt\eta=2\eta$ and
\begin{equation}
I_{\max}\approx\frac{4}{1+3(b/2)^{2/3}} .
\end{equation}
Here $\eta=0.0197$, which gives $I_{\max}\approx3.78$ at $x\approx0.990$. Numerical maximisation of (\ref{is}) gives 3.77 at $x=0.9905$, or 1.757 mrad. The depth there is 22.9 nm.

\subsection*{Above the critical angle}

From (\ref{parts}), $g=b/(2p)$. Inserting this in (\ref{depth}) and using $b\,\alpha_c^2=2\beta$,
\begin{equation}
L=\frac{p}{k\alpha_cb}=\frac{\alpha_cp}{2k\beta}=\ell\,\alpha_cp . \label{path}
\end{equation}
Well above $\alpha_c$, $p\approx\sqrt{x^2-1}$, and $\alpha_cp$ is the grazing angle of the refracted beam. The path argument is then sound, provided this angle replaces $\alpha$. At $x=1.5$, $p=1.118$ and $L=1153\times1.118\approx1290$ nm, whereas $\ell\alpha=1730$ nm. For $x\gg1$, $p\to x$ and the tempting depth becomes correct. Neglecting absorption in $u$, the surface intensity at $x=1.5$ is $9/(1.5+1.118)^2=1.31$; it tends to 1 at large $x$.

\section*{Reading the numbers}

The rate at which the silicon itself is excited, per unit surface area and at fixed incident intensity, is proportional to $\int_0^\infty I_se^{-z/L}dz=I_sL$. This is 3.7 nm at $x=0.5$ and about 1690 nm at $x=1.5$, a factor of roughly 460. An atom lying on the surface is excited in proportion to $I_s$, which is only 1.3 times larger at $x=1.5$ than at $x=0.5$, although it passes through its maximum of 3.77 in between. The energy balance agrees: from (\ref{is}), $1-|r|^2=4xp/|x+u|^2=I_sp/x$, and (\ref{path}) turns this into $I_sL/(\ell\alpha)$. At $x=0.5$ it equals $3.66/577=0.0063$, in accord with the reflectivity 0.9937.

This contrast is used in total-reflection X-ray fluorescence of silicon wafers, for which a molybdenum tube emits near 17.5 keV. Among the departures from the model sized here, the spread of beam angles changes $I_s$ most at the peak angle. Well below $\alpha_c$ it hardly matters: at $x=0.5$ the spread given next changes $I_s$ by 0.1\%, and the oxide given next by about 2\%. A uniform spread of 0.1 mrad full width, a rough value, centred on the peak angle lowers the mean $I_s$ from 3.77 to 3.52, about 7\%. Each of the following, taken alone with rough inputs, changes $I_s$ at that angle by less than 1\%: a 1\% bandwidth, a 1.5 nm oxide (with $I_s$ taken at its outer face) and 0.3 nm rms roughness (with $I_s$ taken at the mean plane). The binding of the K electrons raises $\delta$ by an estimated 0.6 to 0.8\%, and $\alpha_c$ by half that percentage, to about 1.78 mrad. The results as functions of $x$ barely change, but near $\alpha_c$ the depth at a fixed angle is sensitive to this shift: at 1.774 mrad it falls from 60.5 nm to about 35 nm, and $I_s$ rises from 3.60 to about 3.73. Diffraction by the crystal lattice, surface contamination and the finite length of the wafer under the beam are left out. Further angles are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
photon energy: 17.5 keV
wavelength: 0.07085 nm
wave number k: 88.685 nm^-1
silicon lattice parameter: 0.54310 nm
electron density: 699.16 nm^-3
attenuation length (rough input): 0.65 mm
delta: 1.5739e-06
beta: 8.674e-09
b = beta/delta: 0.00551
critical angle: 1.7742 mrad
critical angle, converted: 0.1017 degree
smallest depth scale L0: 3.178 nm
x | angle mrad | depth nm | I_s | reflectivity | phase degree
0.2500 | 0.4436 | 3.28 | 0.250 | 0.9972 | -151.0
0.5000 | 0.8871 | 3.67 | 0.997 | 0.9937 | -120.0
0.7500 | 1.3307 | 4.80 | 2.236 | 0.9876 | -82.8
0.9000 | 1.5968 | 7.29 | 3.203 | 0.9775 | -51.7
0.9905 | 1.7574 | 22.89 | 3.773 | 0.9244 | -16.0
1.0000 | 1.7742 | 60.54 | 3.602 | 0.8109 | -6.0
1.1000 | 1.9516 | 528.53 | 1.993 | 0.1696 | -0.8
1.5000 | 2.6613 | 1289.36 | 1.313 | 0.0213 | -0.4
peak: x = 0.9905, I_s = 3.7732
peak from small-b law: x = 0.9901, I_s = 3.7773
depth reaches 10 nm at x = 0.9482, angle 1.6823 mrad
largest relative error of depth formula: 2.3e-05
largest relative error of intensity formula: 1.3e-05
Neglected effects at the peak angle (rough inputs):
divergence 0.1 mrad full width: I_s = 3.524
bandwidth 1 % full width: I_s = 3.768
oxide 1.5 nm, density 2.2 g/cm3: outer I_s = 3.789
roughness 0.3 nm rms: mean-plane I_s = 3.777
p against s polarisation at alpha_c, relative: 2.8e-06
K edge (rough input): 1.84 keV
K-shell correction: 0.110 electrons per atom
resulting change of delta: 0.79 %
resulting change of alpha_c: 0.39 %
\end{verbatim}
